# Why a racemic conglomerate doubles the vapour pressure of its enantiomers: a program that tests the result

```python
# Result under test: a racemic conglomerate (separate pure D and pure L crystals)
# has total saturated vapour pressure 2*p0, where p0 is that of one pure enantiomer.
# Conditions: ideal vapour, no interconversion, both solids present, no mixed solid
# or racemic compound, temperature below the eutectic melting point.
# Symbols: T temperature, V vessel volume, H_SUB and S_SUB sublimation enthalpy and
# entropy, H_FUS and T_MELT fusion data of an enantiomer, k one-way inversion rate.
# Closed-vessel tests minimize the Helmholtz energy over the amounts in the gas.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import xlogy

R = const.R
TORR = const.torr
P_STD = const.bar
T = 400.0                 # K
V = 1.0e-3                # m^3
H_SUB = 120.0e3           # J/mol
S_SUB = 220.0             # J/(mol K), standard pressure 1 bar
H_FUS = 30.0e3            # J/mol
T_MELT = 490.0            # K
MOLAR_MASS = 0.350        # kg/mol
FEED = 1000.0             # micromol of each enantiomer


def sublimation_pressure(temp):
    return P_STD * np.exp(-(H_SUB - temp * S_SUB) / (R * temp))


def gas_energy(gas, temp):
    """Ideal-gas Helmholtz energy relative to pure crystals, in micromol*RT."""
    gas = np.asarray(gas, dtype=float)
    reduced = gas * 1e-6 * R * temp / (V * P_STD)
    standard = (H_SUB - temp * S_SUB) / (R * temp)
    return float(np.sum(xlogy(gas, reduced) - gas + gas * standard))


def separate_crystals(condensed):
    return 0.0


def ideal_solution(offset):
    """Condensed ideal solution; offset is its pure-phase energy over RT."""
    def energy(condensed):
        total = condensed.sum()
        return float(np.sum(xlogy(condensed, condensed / total)) + offset * total)
    return energy


def equilibrium(feed, condensed_energy, temp=T, interconverting=False):
    """Partial pressures in Pa by minimizing the convex energy coordinate-wise."""
    feed = np.array(feed, dtype=float)
    gas = np.zeros(2)
    for _ in range(30):
        for i in range(2):
            upper = feed.sum() - gas[1 - i] if interconverting else feed[i]
            if upper <= 0:
                continue

            def energy(amount):
                trial = gas.copy()
                trial[i] = amount
                return gas_energy(trial, temp) + condensed_energy(feed - trial)
            gas[i] = minimize_scalar(energy, bounds=(0.0, upper), method="bounded",
                                     options={"xatol": 1e-9, "maxiter": 500}).x
    return gas * 1e-6 * R * temp / V


def close(a, b, tol=1e-5):
    return abs(a - b) <= tol * abs(b)


# Pure enantiomer and conglomerate, including unequal and exhausted feeds
p0 = sublimation_pressure(T)
pure = equilibrium([FEED, 0.0], separate_crystals)
conglomerate = equilibrium([FEED, FEED], separate_crystals)
unequal = equilibrium([1.8 * FEED, 0.2 * FEED], separate_crystals)
scarce_amount = 0.5       # micromol, too little to saturate the vessel
scarce = equilibrium([FEED, scarce_amount], separate_crystals)
assert close(pure.sum(), p0)
assert close(conglomerate[0], p0) and close(conglomerate[1], p0)
assert close(conglomerate.sum(), 2 * pure.sum())
assert close(unequal.sum(), 2 * p0)
assert close(scarce.sum(), p0 + scarce_amount * 1e-6 * R * T / V)

# Mixing in the solid removes the doubling; interconversion doubles the pure case
mixed_solid = equilibrium([FEED, FEED], ideal_solution(0.0))
labile_pure = equilibrium([FEED, 0.0], separate_crystals, interconverting=True)
assert close(mixed_solid.sum(), p0)
assert close(labile_pure.sum(), 2 * p0)

# Racemic compound: all condensed material pairs up; symmetry makes gas amounts equal
G_COMPOUND = 2.0e3        # J per mol of DL pairs, stability over separate crystals
pair_gain = G_COMPOUND / (R * T)
compound_gas = minimize_scalar(
    lambda g: gas_energy([g, g], T) - pair_gain * (FEED - g),
    bounds=(0.0, FEED), method="bounded", options={"xatol": 1e-9}).x
compound_pressure = 2 * compound_gas * 1e-6 * R * T / V
assert close(compound_pressure, 2 * p0 * np.exp(-G_COMPOUND / (2 * R * T)))
compound_threshold = 2 * R * T * np.log(2)

# Limited solid solubility: energy minimum against coexistence and activity
W_MIX = 20.0e3            # J/mol, regular-solution interaction
w = W_MIX / (R * T)


def mixing_energy(x, interaction):
    return xlogy(x, x) + xlogy(1 - x, 1 - x) + interaction * x * (1 - x)


minimum = minimize_scalar(lambda x: mixing_energy(x, w), bounds=(1e-9, 0.2),
                          method="bounded", options={"xatol": 1e-12})
solubility_ratio = 2 * np.exp(minimum.fun)
x_wrong = brentq(lambda x: np.log(x / (1 - x)) + w * (1 - 2 * x), 1e-9, 0.2)
activity = (1 - x_wrong) * np.exp(w * x_wrong**2)
assert close(solubility_ratio, 2 * activity, 1e-8)
no_interaction = minimize_scalar(lambda x: mixing_energy(x, 0.0),
                                 bounds=(0.0, 1.0), method="bounded")
assert close(2 * np.exp(no_interaction.fun), 1.0, 1e-8)

# Eutectic temperature and pressure ratio above it
def melt_offset(temp):
    return H_FUS / R * (1 / temp - 1 / T_MELT)


def liquid_pressure(temp):
    return sublimation_pressure(temp) * np.exp(melt_offset(temp))


t_eutectic = brentq(lambda t: 2 * sublimation_pressure(t) - liquid_pressure(t),
                    350.0, T_MELT)
assert close(t_eutectic, 1 / (1 / T_MELT + R * np.log(2) / H_FUS), 1e-9)
T_HOT = 470.0
melt = equilibrium([FEED, FEED], ideal_solution(melt_offset(T_HOT)), T_HOT)
assert t_eutectic < T_HOT < T_MELT
assert close(melt.sum(), liquid_pressure(T_HOT))
melt_ratio = melt.sum() / sublimation_pressure(T_HOT)

# Slow inversion in the gas over D crystals, with fast crystal-gas exchange
exchange = 1.0e4          # exchange rate divided by inversion rate
slow = solve_ivp(lambda t, p: [exchange * (1 - p[0]) + p[1] - p[0], p[0] - p[1]],
                 (0.0, 1.0), [1.0, 0.0], method="BDF", rtol=1e-8, atol=1e-10)
assert close(slow.y[:, -1].sum(), 2 - np.exp(-1.0), 1e-3)  # finite exchange rate
BARRIER = 145.0e3         # J/mol, free energy of activation
k_inversion = const.k * T / const.h * np.exp(-BARRIER / (R * T))
HOLD = 3600.0             # s
inversion_ratio = 2 / (2 - np.exp(-k_inversion * HOLD))

# Evaporator: surface exchange and removal by a steady volume flow
AREA = 1.0e-2             # m^2, total crystal area in either charge
FLOW = 2.0e-4             # m^3/s at the evaporator conditions
LOW_COEFF = 1.0e-3        # evaporation coefficient
full_conductance = AREA * np.sqrt(R * T / (2 * np.pi * MOLAR_MASS))


def steady_pressure(conductance, flow):
    """Integrate one enantiomer's pressure, in units of p0, to steady state."""
    end = 40 * V / (conductance + flow)
    run = solve_ivp(lambda t, p: (conductance * (1 - p) - flow * p) / V,
                    (0.0, end), [0.0], method="LSODA", rtol=1e-10, atol=1e-12)
    return run.y[0, -1]


def evaporator_ratio(conductance, flow):
    return 2 * (conductance + flow) / (conductance + 2 * flow)


flow_ratios = []
for conductance, flow in [(full_conductance, FLOW),
                          (LOW_COEFF * full_conductance, FLOW),
                          (full_conductance, 1e4 * full_conductance)]:
    ratio = (2 * steady_pressure(conductance / 2, flow)
             / steady_pressure(conductance, flow))
    assert close(ratio, evaporator_ratio(conductance, flow), 1e-6)
    flow_ratios.append(ratio)
assert close(flow_ratios[2], 1.0, 1e-3)

# Other neglected effects and practical equivalents
B_SAME, B_CROSS = -5.0e-3, -8.0e-3       # m^3/mol, second virial coefficients
z = p0 / (R * T)                         # fugacity fixed by the crystals, over RT
virial_shift = 2 * (1 - (B_SAME + B_CROSS) * z) / (1 - B_SAME * z) - 2
assert close(virial_shift, -2 * B_CROSS * z, 1e-3)
SURFACE_ENERGY, DENSITY, RADIUS = 0.05, 1350.0, 1.0e-6  # J/m^2, kg/m^3, m
curvature = np.expm1(2 * SURFACE_ENERGY * MOLAR_MASS / (DENSITY * RADIUS * R * T))
one_kelvin = sublimation_pressure(T + 1) / p0 - 1
t_double = brentq(lambda t: sublimation_pressure(t) - 2 * p0, T, T + 50)
assert close(t_double, 1 / (1 / T - R * np.log(2) / H_SUB), 1e-9)
delivery = p0 * FLOW * MOLAR_MASS / (R * T) * 1e6 * 3600

print(f"temperature: {T:.0f} K; vessel volume: {V*1e3:.1f} L")
print(f"sublimation enthalpy: {H_SUB/1e3:.0f} kJ/mol")
print(f"sublimation entropy (1 bar): {S_SUB:.0f} J/(mol K)")
print(f"sublimation free energy: {(H_SUB-T*S_SUB)/1e3:.1f} kJ/mol")
print(f"feed of each enantiomer: {FEED:.0f} micromol")
print(f"pure enantiomer, minimized: {pure.sum()/TORR:.5f} Torr")
print(f"pure enantiomer, formula: {p0/TORR:.5f} Torr = {p0:.3f} Pa")
print(f"conglomerate D partial: {conglomerate[0]/TORR:.5f} Torr")
print(f"conglomerate L partial: {conglomerate[1]/TORR:.5f} Torr")
print(f"conglomerate total: {conglomerate.sum()/TORR:.5f} Torr"
      f" = {conglomerate.sum():.3f} Pa")
print(f"conglomerate/pure ratio: {conglomerate.sum()/pure.sum():.5f}")
print(f"90:10 conglomerate total: {unequal.sum()/TORR:.5f} Torr")
print(f"L needed to saturate vessel: {p0*V/(R*T)*1e6:.3f} micromol")
print(f"total with only {scarce_amount:.1f} micromol L:"
      f" {scarce.sum()/TORR:.5f} Torr")
print(f"ideal solid solution total: {mixed_solid.sum()/TORR:.5f} Torr")
print(f"interconverting pure feed total: {labile_pure.sum()/TORR:.5f} Torr")
print(f"compound stability: {G_COMPOUND/1e3:.1f} kJ/mol of pairs")
print(f"compound total: {compound_pressure/TORR:.5f} Torr;"
      f" ratio to pure: {compound_pressure/p0:.3f}")
print(f"compound stability giving ratio 1: {compound_threshold/1e3:.2f} kJ/mol")
print(f"solid interaction: {W_MIX/1e3:.0f} kJ/mol;"
      f" wrong enantiomer: {100*x_wrong:.3f} %")
print(f"ratio with this solid solubility: {solubility_ratio:.4f}")
print(f"enantiomer melting point: {T_MELT:.0f} K;"
      f" fusion enthalpy: {H_FUS/1e3:.0f} kJ/mol")
print(f"conglomerate eutectic temperature: {t_eutectic:.1f} K")
print(f"melt/pure-crystal ratio at {T_HOT:.0f} K: {melt_ratio:.3f}")
print(f"inversion barrier: {BARRIER/1e3:.0f} kJ/mol")
print(f"one-way inversion rate: {k_inversion:.2e} 1/s;"
      f" 1/k: {1/k_inversion/3600:.0f} h")
print(f"ratio after {HOLD/3600:.0f} h of gas inversion: {inversion_ratio:.4f}")
print(f"crystal area: {AREA*1e4:.0f} cm2; flow: {FLOW*1e6:.0f} cm3/s")
print(f"molar mass: {MOLAR_MASS*1e3:.0f} g/mol")
print(f"surface conductance, coefficient 1: {full_conductance*1e6:.3e} cm3/s")
print(f"flow ratio, evaporation coefficient 1: {flow_ratios[0]:.4f}")
print(f"flow ratio, coefficient {LOW_COEFF:.0e}: {flow_ratios[1]:.3f}")
print(f"ratio near free evaporation: {flow_ratios[2]:.4f}")
print(f"saturated delivery, pure: {delivery:.0f} mg/h")
print(f"saturated delivery, conglomerate: {2*delivery:.0f} mg/h")
print(f"virial coefficients, same/cross: {B_SAME*1e6:.0f}/{B_CROSS*1e6:.0f} cm3/mol")
print(f"change of ratio from non-ideal vapour: {virial_shift:.2e}")
print(f"surface energy: {SURFACE_ENERGY:.2f} J/m2; density: {DENSITY/1e3:.2f} g/cm3")
print(f"pressure rise for {RADIUS*1e6:.0f} um radius: {100*curvature:.2f} %")
print(f"pressure rise for 1 K error: {100*one_kelvin:.2f} %")
print(f"pure enantiomer reaches doubled pressure at: {t_double:.2f} K"
      f" (rise {t_double-T:.2f} K)")
print("done: every assertion held")
```

Running it gives:

```
temperature: 400 K; vessel volume: 1.0 L
sublimation enthalpy: 120 kJ/mol
sublimation entropy (1 bar): 220 J/(mol K)
sublimation free energy: 32.0 kJ/mol
feed of each enantiomer: 1000 micromol
pure enantiomer, minimized: 0.04971 Torr
pure enantiomer, formula: 0.04971 Torr = 6.627 Pa
conglomerate D partial: 0.04971 Torr
conglomerate L partial: 0.04971 Torr
conglomerate total: 0.09941 Torr = 13.254 Pa
conglomerate/pure ratio: 2.00000
90:10 conglomerate total: 0.09941 Torr
L needed to saturate vessel: 1.993 micromol
total with only 0.5 micromol L: 0.06218 Torr
ideal solid solution total: 0.04971 Torr
interconverting pure feed total: 0.09941 Torr
compound stability: 2.0 kJ/mol of pairs
compound total: 0.07360 Torr; ratio to pure: 1.481
compound stability giving ratio 1: 4.61 kJ/mol
solid interaction: 20 kJ/mol; wrong enantiomer: 0.251 %
ratio with this solid solubility: 1.9950
enantiomer melting point: 490 K; fusion enthalpy: 30 kJ/mol
conglomerate eutectic temperature: 447.8 K
melt/pure-crystal ratio at 470 K: 1.368
inversion barrier: 145 kJ/mol
one-way inversion rate: 9.69e-07 1/s; 1/k: 287 h
ratio after 1 h of gas inversion: 1.9931
crystal area: 100 cm2; flow: 200 cm3/s
molar mass: 350 g/mol
surface conductance, coefficient 1: 3.889e+05 cm3/s
flow ratio, evaporation coefficient 1: 1.9990
flow ratio, coefficient 1e-03: 1.493
ratio near free evaporation: 1.0000
saturated delivery, pure: 502 mg/h
saturated delivery, conglomerate: 1004 mg/h
virial coefficients, same/cross: -5000/-8000 cm3/mol
change of ratio from non-ideal vapour: 3.19e-05
surface energy: 0.05 J/m2; density: 1.35 g/cm3
pressure rise for 1 um radius: 0.78 %
pressure rise for 1 K error: 9.42 %
pure enantiomer reaches doubled pressure at: 407.83 K (rise 7.83 K)
done: every assertion held
```
